\section*{Normalized Elimination of the Small Component, with U = 1 and IORA, part 2}

An electron in a fixed scalar potential $V$ has a large component $\phi$ and a small component $\chi=\sigma\!\cdot\!p\,\phi^P/(2c)$, where $\phi^P$ is the pseudo-large component. Hartree atomic units are used, with $c\approx137.036$ and energies $E$ counted from the rest energy; $E_{\rm h}$ is the hartree. The Dirac equation includes $c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=E\chi$.

Both $\phi$ and $\phi^P$ are expanded in the same $n$ two-component functions $f_\mu$, with coefficients $A$ and $B$. The matrices $S$, $V$ and $T$ are those of overlap, potential and kinetic energy, and $W_{\mu\nu}=\langle\sigma\!\cdot\!pf_\mu|V|\sigma\!\cdot\!pf_\nu\rangle$. The letter $V$ denotes both the potential and its matrix.

The resulting Dirac matrix problem has dimension $2n$, norm $A^\dagger SA+B^\dagger TB/(2c^2)=1$ and eigenvalues $\lambda_1\le\dots\le\lambda_{2n}$. The upper $n$ are the electron levels $E_k$, with columns $A_k$ and $B_k$. One matrix $U$ gives $B_k=UA_k$ for all of them. It satisfies the quadratic equation $T-KU=TUS^{-1}(V+TU)/(2c^2)$, which can be solved by Newton's method.

With this $U$, the normalized elimination of the small component (NESC) gives exactly the electron levels of the Dirac matrix problem, through $\tilde LA=\tilde SAE$ with
\begin{equation}
\tilde L=V+TU+U^\dagger T-U^\dagger KU,\quad
\tilde S=S+\frac{U^\dagger TU}{2c^2},\quad K=T-\frac{W}{4c^2}. \label{two}
\end{equation}
The normalization is $A^\dagger\tilde SA=1$. The unnormalized equation $(V+TU)A=SAE$ has the same energies at the correct $U$.

For one level of energy $E$, $B=U(E)A$ with $U(E)=D(E)^{-1}T$ and $D(E)=K+ET/(2c^2)$, which is positive definite for electron levels. A trial matrix $U'$ is now inserted in place of $U$, and the question is what it costs.

\subsection{Why an imperfect U is tolerable}

Let $U'=U+\delta$, and let primes mark the matrices built from $U'$. Expansion of \eqref{two} gives
\begin{align}
\tilde L'-E\tilde S'={}&\tilde L-E\tilde S+\delta^\dagger[T-D(E)U]\nonumber\\
&+[T-U^\dagger D(E)]\delta-\delta^\dagger D(E)\delta. \label{exp}
\end{align}
At $E=E_k$ the first bracket gives zero on $A_k$, because $D(E_k)UA_k=TA_k$. The second bracket vanishes likewise when $A_k^\dagger$ stands on its left. Hence
\begin{equation}
A_k^\dagger(\tilde L'-E_k\tilde S')A_k=-A_k^\dagger\delta^\dagger D(E_k)\delta A_k, \label{diag}
\end{equation}
and the level has no shift linear in $\delta$.

The vector $A_k$ also readjusts. For $j\ne k$, the Dirac equation for level $j$ gives $A_j^\dagger T=A_j^\dagger U^\dagger D(E_j)$. The linear coupling is therefore
\begin{align}
\Delta_{jk}&=A_j^\dagger U^\dagger[D(E_j)-D(E_k)]\delta A_k\nonumber\\
&=\frac{E_j-E_k}{2c^2}B_j^\dagger T\delta A_k.
\end{align}
Write the new vector as $A_k+\sum_{j\ne k}a_jA_j$. Projection on $A_j$ gives $a_j=-\Delta_{jk}/(E_j-E_k)$ at first order. Projection on $A_k$ then adds $-\sum_j|\Delta_{jk}|^2/(E_j-E_k)$ to \eqref{diag}. For a level without degeneracy, or with degenerate partners that symmetry keeps uncoupled,
\begin{equation}
E_k'-E_k=-A_k^\dagger\delta^\dagger D(E_k)\delta A_k
-\sum_{j\ne k}\frac{E_j-E_k}{4c^4}\left|B_j^\dagger T\delta A_k\right|^2+O(\delta^3). \label{err}
\end{equation}
The error is quadratic. In the unnormalized equation $(V+TU)A=SAE$ the change $T\delta$ enters directly, and the energy error is in general linear in $\delta$.

There is also a bound for errors of any size. The vectors $(A,U'A)$ form an $n$-dimensional subspace of the $2n$-dimensional Dirac matrix space. The trial problem is the Dirac problem restricted to that subspace, since \eqref{two} is what the Dirac energy and norm become when $B=U'A$. The $k$th trial level is the largest value that the minimum of the energy quotient can reach over $(n-k+1)$-dimensional subspaces of the restricted space. The Dirac level $\lambda_{n+k}$, which is the $k$th electron level, is the same maximum over all $(n-k+1)$-dimensional subspaces, because $2n-(n+k)+1=n-k+1$. A larger choice cannot lower a maximum, so
\begin{equation}
E_k'\le E_k\qquad(k=1,\dots,n). \label{bound}
\end{equation}
A poor $U'$ makes the electron levels too low, relative to the Dirac matrix levels in the same basis. The bound does not say by how much.

\subsection{The lowest approximation}

Set $U'=1$, the nonrelativistic value. In $\tilde L$ the terms $T+T-T$ leave one $T$, and
\begin{equation}
\left(T+V+\frac{W}{4c^2}\right)A=\left(S+\frac{T}{2c^2}\right)AE. \label{one}
\end{equation}
Nothing has to be solved to obtain $U$, and a constant added to $V$ still shifts all levels by that constant. In a fixed finite basis $U-1$ is of order $c^{-2}$, so by \eqref{err} the energy is correct through order $c^{-2}$. With $A_0$ and $E_0$ the normalized Schr\"odinger solution, first-order perturbation theory in \eqref{one} gives
\begin{equation}
E=E_0+\frac{1}{4c^2}A_0^\dagger WA_0-\frac{E_0}{2c^2}A_0^\dagger TA_0+O(c^{-4}). \label{pt}
\end{equation}

Take the 1s level in $V=-Z/r$, with $\phi\propto e^{-Zr}$. The gradient has magnitude $Z\phi$, so $\langle T\rangle=Z^2/2$ and $\langle W\rangle=Z^2\langle V\rangle$. From $\langle1/r\rangle=4Z^3\int_0^\infty re^{-2Zr}dr=Z$ we get $\langle V\rangle=-Z^2$ and $\langle W\rangle=-Z^4$. With $E_0=-Z^2/2$ the correction is
\begin{equation}
-\frac{Z^4}{4c^2}+\frac{Z^4}{8c^2}=-\frac{Z^4}{8c^2}.
\end{equation}
The analytic Dirac energy $c^2(\sqrt{1-Z^2/c^2}-1)$ has the same term.

The next order shows the cost of $U'=1$. In a fixed finite basis the second term in \eqref{err} is of order $c^{-8}$ when $\delta$ is of order $c^{-2}$, so the first gives the leading error. Pass to functions, and let $\eta$ be the trial pseudo-large component minus the correct one. The error is $-\tfrac12\langle\sigma\!\cdot\!p\,\eta|\sigma\!\cdot\!p\,\eta\rangle$ at leading order. The Dirac equation gives
\begin{equation}
\sigma\!\cdot\!p\,\phi^P=\left(1+\frac{E-V}{2c^2}\right)^{-1}\sigma\!\cdot\!p\,\phi. \label{ratio}
\end{equation}
For $U'=1$ the trial is $\phi$ itself, so $\sigma\!\cdot\!p\,\eta\approx(E-V)\,\sigma\!\cdot\!p\,\phi/(2c^2)$. In the 1s state $\langle1/r^2\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2$, and
\begin{equation}
\langle(V-E)^2\rangle=2Z^4-Z^4+\tfrac14Z^4=\tfrac54Z^4.
\end{equation}
The leading error is therefore
\begin{equation}
-\frac{1}{8c^4}\,Z^2\cdot\frac54Z^4=-\frac{5}{32}\frac{Z^6}{c^4}. \label{e1}
\end{equation}

\subsection{Where U = 1 fails}

The expansion assumed $|E-V|\ll2c^2$, which is false close to a point nucleus. Put one normalized Gaussian $g\propto e^{-ar^2}$ in \eqref{one}. Then $\langle T\rangle=3a/2$. Since $|\nabla g|^2=4a^2r^2g^2$ and $\langle r\rangle=\sqrt{2/(\pi a)}$, we have $\langle W\rangle=-4Za^2\sqrt{2/(\pi a)}$. For large $a$ the metric is dominated by $T/2c^2$, and the energy quotient approaches
\begin{equation}
\frac{\langle T\rangle+\langle W\rangle/4c^2}{\langle T\rangle/2c^2}
=2c^2+\frac{\langle W\rangle}{2\langle T\rangle}
=2c^2-\frac{4Z}{3}\sqrt{\frac{2a}{\pi}}. \label{steep}
\end{equation}
It has no lower limit as $a$ grows. With a point nucleus the lowest approximation has no ground state in a complete basis. The coefficient in \eqref{e1} describes a basis steep enough to represent the factor $1/r$ in $\sigma\!\cdot\!p\,\eta$ near the nucleus, which asks more than the 1s energy does, but without Gaussians steep enough for \eqref{steep} to become strongly negative. Both demands can be met when $Z/c$ is small. For a heavy nucleus they conflict, and the error then depends on where the basis stops.

If $V\ge-v_d$ everywhere, as for a nucleus of finite size, adding $v_d$ times the metric to the left matrix of \eqref{one} gives $T+(V+v_dS)+(W+2v_dT)/4c^2$, which is positive. The levels then stay above $-v_d$. This is a useful bound when the potential is shallow, and a weak one when it is deep. A real nucleus is deep: for a Gaussian charge distribution of the size of the Zr nucleus $v_d\approx6.8\times10^5\,E_{\rm h}$, and steep Gaussians still produce false levels far below the 1s energy.

\subsection{IORA: drop the energy, keep the potential}

The trouble came from setting the denominator in \eqref{ratio} to one. A better choice keeps $V$ and drops $E$. In matrix form this is $D(E)\to D(0)=K$, so
\begin{equation}
U_0=K^{-1}T. \label{u0}
\end{equation}
Because $U_0^\dagger KU_0=TK^{-1}T=TU_0=U_0^\dagger T$, three terms in $\tilde L$ combine into one:
\begin{equation}
\tilde L_0=V+TK^{-1}T,\qquad
\tilde S_0=S+\frac{1}{2c^2}TK^{-1}TK^{-1}T. \label{iora}
\end{equation}
This is the infinite-order regular approximation, IORA, in matrix form. With the metric replaced by $S$ it is the zeroth-order regular approximation, ZORA.

The same result follows from the one-level matrix $V+TD(E)^{-1}T$. The first-order expansion of the inverse is
\begin{equation}
TD(E)^{-1}T=TK^{-1}T-\frac{E}{2c^2}TK^{-1}TK^{-1}T+O(E^2).
\end{equation}
Moving the linear term to the right side of $[V+TD(E)^{-1}T]A=SAE$ produces $\tilde S_0$. The metric is thus the linear energy dependence that ZORA discards.

To connect with the operators, let $V<2c^2$, $q_\mu=\sigma\!\cdot\!pf_\mu$, $w=1-V/2c^2$ and $h_\mu=w^{-1}q_\mu$. Then $K=\tfrac12\langle q|w|q\rangle$ and $T=\tfrac12\langle q|w|h\rangle$, so
\begin{equation}
TK^{-1}T=\tfrac12\langle h|w|q\rangle\langle q|w|q\rangle^{-1}\langle q|w|h\rangle. \label{proj}
\end{equation}
This is half the squared length, in the weight $w$, of the projection of $h$ on the span of the $q_\mu$. It cannot exceed $\tfrac12\langle h|w|h\rangle=\langle q|c^2/(2c^2-V)|q\rangle$, and it reaches that value when the basis represents $h$. In the same limit the metric term becomes $\langle h|h\rangle/(4c^2)=\langle q|c^2/(2c^2-V)^2|q\rangle$. The operator forms are then
\begin{align}
\hat L_0&=V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2-V}\,\sigma\!\cdot\!p,\\
\hat S_0&=1+\sigma\!\cdot\!p\,\frac{c^2}{(2c^2-V)^2}\,\sigma\!\cdot\!p.
\end{align}

The leading IORA error follows as before. Now $\sigma\!\cdot\!p\,\eta\approx E\,\sigma\!\cdot\!p\,\phi/(2c^2)$, so the error is $-E^2\langle T\rangle/(4c^4)$. In a Coulomb field $\langle T\rangle=-E$ at leading order, and $E=-Z^2/(2n_p^2)$ for principal quantum number $n_p$. Hence
\begin{equation}
E_{\rm IORA}-E\approx-\frac{Z^6}{32\,n_p^6c^4}. \label{e2}
\end{equation}
For 1s this is one fifth of \eqref{e1}. One property is lost: since $E$ is dropped relative to the zero of $V$, adding $v_0$ to $V$ turns $U_0$ into $U(-v_0)$, and the levels no longer shift by $v_0$ alone.

For $V=-Z/r$ the ZORA energy has a closed relation to the Dirac energy. Elimination at energy $E$ puts $c^2/(2c^2+E+Z/r)$ between the two factors $\sigma\!\cdot\!p$. Set $r=sr'$ with $s=2c^2/(2c^2+E)$. The denominator becomes $(2c^2+Z/r')/s$, the two momenta give $s^{-2}$, and the potential gives $s^{-1}$. The whole operator is $s^{-1}$ times the ZORA operator in $r'$, so
\begin{equation}
E_{\rm ZORA}=sE=\frac{2c^2E}{2c^2+E}. \label{zora}
\end{equation}

\subsection{A one-electron ion with Z = 40}

The ion Zr$^{39+}$ has one electron, and its Dirac levels are known analytically for a point nucleus. For s Gaussians with radial parts $g_i(r)$ the integrals are elementary: $T_{ij}=\tfrac12\int g_i'g_j'r^2dr$ and $W_{ij}=-Z\int g_i'g_j'r\,dr$. A moderate set has 14 exponents from 10 to 81920 bohr$^{-2}$ in ratio 2. The full $U$ was found by fifteen Newton steps from $U_0$, and the levels by diagonalization. The first two columns give energies in $E_{\rm h}$, the last two the errors relative to the Dirac matrix problem in this basis.

\begin{center}
\begin{tabular}{lrrrr}
 & 1s & 2s & 1s error & 2s error\\
Schr\"odinger & $-799.92$ & $-199.990$ & $17.55$ & $5.541$\\
ZORA & $-835.64$ & $-206.661$ & $-18.17$ & $-1.130$\\
$U=1$ & $-819.67$ & $-206.042$ & $-2.20$ & $-0.511$\\
IORA & $-817.83$ & $-205.537$ & $-0.36$ & $-0.006$\\
NESC & $-817.47$ & $-205.531$ & $0.00$ & $0.000$
\end{tabular}
\end{center}

Here $Z/c=0.291894$ and $Z^6/c^4=Z^2(Z/c)^4=11.615$. Equation \eqref{e1} predicts $-(5/32)(11.615)=-1.81\,E_{\rm h}$ for $U=1$, against $-2.20$ found. This agreement is in order of magnitude only, because the $U=1$ error does not settle as steeper Gaussians are added: with 11 exponents of the same series it is $-1.19\,E_{\rm h}$, and with 16 it is $-3.60\,E_{\rm h}$. Equation \eqref{e2} predicts $-11.615/32=-0.363\,E_{\rm h}$ for IORA, against $-0.364$, and a value $2^6$ times smaller, $-0.0057\,E_{\rm h}$, for 2s, against $-0.0059$. The unnormalized equation with $U=1$ is the Schr\"odinger problem of the first row, so in this basis the normalized form reduces the size of the 1s error from 17.55 to 2.20 with the same $U$. The gain depends on the absence of steep Gaussians, as the tight set below shows.

The quadratic law can be seen by mixing a fraction of $1-U$ into $U$. When the fraction is halved from 0.02 to 0.01, the 1s error falls by a factor 3.97 in the normalized form and 1.98 in the unnormalized form.

The moderate set itself is not converged. The same series continued to 24 exponents, up to $8.39\times10^7$ bohr$^{-2}$, gives a NESC 1s energy of $-817.8072\,E_{\rm h}$, about $-22$ keV. All figures refer to the point-nucleus Dirac model; nuclear size and radiative corrections are left out. The analytic value is $-817.8075\,E_{\rm h}$. With it, \eqref{zora} gives
\begin{equation}
\frac{37557.73\times(-817.8075)}{37557.73-817.8075}=-836.011\,E_{\rm h},
\end{equation}
and diagonalization of the ZORA matrix gives the same figure to this precision. The IORA 1s error remains $-0.364\,E_{\rm h}$.

In this tight set the lowest $U=1$ level lies at $-4.28\times10^5\,E_{\rm h}$, and six levels lie more than 5\% below the Dirac 1s energy. The steepest Gaussian alone has a quotient of $-3.52\times10^5\,E_{\rm h}$, as \eqref{steep} predicts. Setting \eqref{steep} equal to the 1s energy gives
\begin{equation}
a=\frac{\pi}{2}\left[\frac{3(2c^2-E)}{4Z}\right]^2\approx8.1\times10^5\ \text{bohr}^{-2},
\end{equation}
a rough estimate of where a single function becomes dangerous. The moderate set stops a factor of ten below it. The complete one-Gaussian quotient crosses the 1s energy at $7.4\times10^5$ bohr$^{-2}$, and combinations of functions fail earlier still: with 17 exponents, up to $6.6\times10^5$ bohr$^{-2}$, the lowest level already lies about $3.9\times10^3\,E_{\rm h}$ too low. For this ion $U=1$ thus gives the 1s level as its lowest solution only in a restricted basis, with an error of some hartrees that depends on the basis (with 17 or 18 exponents a level near the 1s energy survives, but above a false one), IORA shows no such collapse in the tight set, and the full $U$ reproduces the Dirac matrix levels in both.

Numerical values quoted here were computed with a short program.
